# Tetragonal strain against hopping: orbital polarisation of a quarter-filled e_g dimer, part 2

Two neighbouring metal ions in a perovskite film share two electrons. Each ion carries the $e_g$ orbitals $3z^2-r^2$ and $x^2-y^2$, with $z$ along the film normal. We ask how strain and repulsion set the orbital polarisation

$$P=\frac{n_{3z^2-r^2}-n_{x^2-y^2}}{2},\qquad -1\le P\le 1, \tag{1}$$

where each $n$ is summed over both sites and both spins.

The Pauli matrices $\tau_1,\tau_3$ act on the orbitals, with $\tau_3=+1$ for $3z^2-r^2$. Strain enters as $(\Delta/2)\tau_3$, with $\Delta=E(3z^2-r^2)-E(x^2-y^2)$. A bond along $a$ has the hopping matrix $-t\mathcal P_a$ between the sites. Here $\mathcal P_a=\tfrac12(1+\mathbf n_a\cdot\boldsymbol\tau)$ projects onto the directed orbital $3a^2-r^2$; in components $(1,3)$, $\mathbf n_x=(-\tfrac{\sqrt3}{2},-\tfrac12)$ and $\mathbf n_z=(0,1)$. For an in-plane bond $t=t_x$; for a vertical one $t=t_z$. Any two electrons on the same site repel with energy $U$; Hund's coupling $J$ is zero in the derivation.

At $U=0$ the vertical dimer jumps from $P=+1$ to $-1$ at $\Delta=t$. For the in-plane dimer at small $\Delta$,

$$P\simeq-\left(\frac12+\frac{\Delta}{t}\right)\left(1-\frac{\Delta}{2t}\right)
\simeq-\frac12-\frac{3}{4}\frac{\Delta}{t}. \tag{9}$$

The hoppings come from oxygen $p$ orbitals at energy $-\Delta_{ct}$ relative to the metal level, coupled to the directed orbitals with strength $V_a$. Eliminating them at $U=0$ gives $t_a=V_a^2/\Delta_{ct}$ and

$$\boxed{\Delta=2(t_z-t_x)} \tag{5}$$

With in-plane strain $\varepsilon$ (tension positive), vertical strain $\varepsilon_z$ and Poisson ratio $\nu$,

$$t_a=t_0(1+\varepsilon_a)^{-p}, \tag{6}$$

$$\varepsilon_z=-\frac{2\nu}{1-\nu}\,\varepsilon. \tag{7}$$

The example, a rough nickelate, has $t_0=0.5$ eV, $p=7$ and $\nu=0.3$. Its two films are:

| Film | $t_x$ (eV) | $t_z$ (eV) | $\Delta$ (eV) |
|---|---:|---:|---:|
| 2 % tension | 0.4353 | 0.5643 | 0.258 |
| 2 % compression | 0.5760 | 0.4439 | −0.264 |

### Why the in-plane dimer has no jump

The Hamiltonian does not act on spin. Its two-electron states can be described by a spatial function $\psi(q_1,q_2)$, where each $q$ specifies a site and an orbital. A symmetric $\psi$ belongs to a spin singlet and an antisymmetric one to a triplet.

For an in-plane bond the hopping matrix is

$$-t\mathcal P_x=\begin{pmatrix}-\tfrac t4&+\tfrac{\sqrt3t}{4}\\+\tfrac{\sqrt3t}{4}&-\tfrac{3t}{4}\end{pmatrix}.$$

Reverse the sign of $x^2-y^2$ on both sites. Every element of this matrix becomes negative, while $\Delta$ and $U$ remain on the diagonal. Repeated hops connect all sixteen configurations $(q_1,q_2)$.

Take a real ground function $\psi$. Replacing it by $|\psi|$ leaves the diagonal energy unchanged and cannot raise the hopping energy, so $|\psi|$ is also a ground function. If $|\psi|$ vanished at one configuration, the eigenvalue equation there would set a sum of negative multiples of its neighbours' values to zero. Each neighbour would vanish, then each of theirs, and finally the whole function. So $\psi$ vanishes nowhere. Nor can it change sign, for then $|\psi|$ would have a strictly lower hopping energy. Two functions of one sign throughout cannot be orthogonal, so the ground function is unique.

Interchanging the electrons must return this function up to a sign, and the sign is plus because the function has one sign throughout. The ground state is therefore a spin singlet. The same argument shows that it is even under interchange of the sites. Because it never becomes degenerate at finite $\Delta$ and $U$, $P$ is a smooth function of $\Delta$.

### Reduction to six states

A symmetric spatial function is a sum of products of an orbital part and a site part, which in each product are both symmetric or both antisymmetric. The antisymmetric site part $|12\rangle-|21\rangle$ is odd when the sites are interchanged, so it drops out. Two symmetric site functions are even:

$$|C\rangle=\frac{|12\rangle+|21\rangle}{\sqrt2},\qquad
|I\rangle=\frac{|11\rangle+|22\rangle}{\sqrt2}.$$

The first is covalent and the second ionic. Each can be combined with three symmetric orbital functions, which form a pseudospin one,

$$\mathbf S=\tfrac12(\boldsymbol\tau^{(1)}+\boldsymbol\tau^{(2)}).$$

This leaves six states. Moving either electron to the other site turns $|C\rangle$ into $|I\rangle$ and $|I\rangle$ into $|C\rangle$. With $\sigma_z=+1$ for $|C\rangle$ and $-1$ for $|I\rangle$, both moves are represented by $\sigma_x$. The total hopping is

$$-t(\mathcal P_a^{(1)}+\mathcal P_a^{(2)})\sigma_x=-t(1+S_n)\sigma_x,\qquad S_n=\mathbf n_a\cdot\mathbf S .$$

The splitting contributes $\Delta S_3$, and the repulsion acts on $|I\rangle$. The result is

$$\boxed{H=\Delta S_3+\frac U2(1-\sigma_z)-t(1+S_n)\sigma_x},\qquad P=\langle S_3\rangle. \tag{11}$$

For the in-plane bond the six states contain the ground state for every $U$ and $\Delta$ of this model. To diagonalize (11), use $S_n=-\tfrac12S_3-\tfrac{\sqrt3}{2}S_1$ with

$$S_3=\begin{pmatrix}1&0&0\\0&0&0\\0&0&-1\end{pmatrix},\qquad
S_1=\frac1{\sqrt2}\begin{pmatrix}0&1&0\\1&0&1\\0&1&0\end{pmatrix}.$$

Since $\Delta$ multiplies $S_3$, the ground energy satisfies $\partial E/\partial\Delta=P$ at fixed $t$ and $U$. That energy is the minimum over states of expressions linear in $\Delta$, so it is concave. Hence $P$ cannot rise as $\Delta$ increases with $t$ and $U$ held fixed.

### The limits of weak and strong repulsion

At $U=0$, a ground state can be chosen with $\sigma_x=1$, and (11) becomes

$$H=-t-(t\mathbf n_a-\Delta\mathbf n_z)\cdot\mathbf S .$$

The pseudospin points along $t\mathbf n_a-\Delta\mathbf n_z$, as it did for independent electrons.

When $U$ is large compared with $t$ and $|\Delta|$, the ionic states are only briefly visited. A hop to $|I\rangle$ and back gives, to second order in $t$,

$$H_{\rm eff}=\Delta S_3-\frac{t^2}{U}(1+S_n)^2. \tag{12}$$

The operator $1+S_n$ counts the electrons in the directed orbital. Two such electrons gain $4t^2/U$, one gains $t^2/U$, and none gains nothing. The preference for the directed orbital survives, but its strength is now set by $t^2/U$ instead of $t$. In this limit $P$ depends on $\Delta U/t^2$, so a splitting much smaller than $t$ can control the orbitals.

### The exact initial response

At $\Delta=0$, $S_n$ is conserved. Write its value as $m$. The Hamiltonian in the basis $(|C\rangle,|I\rangle)$ is

$$H_m=\begin{pmatrix}0&-t(1+m)\\-t(1+m)&U\end{pmatrix}. \tag{13}$$

The lowest state has $m=1$, with both electrons in the directed orbital. Define

$$W=\sqrt{U^2+16t^2},\qquad w=\frac{W-U}{2}.$$

Its energy is $-w$, and the determinant condition for $m=1$ gives

$$w(w+U)=4t^2. \tag{14}$$

Its first row reads $wv_C-2tv_I=0$, so the normalised vector is

$$v=\frac{1}{\sqrt{4t^2+w^2}}\begin{pmatrix}2t\\w\end{pmatrix}.$$

For an in-plane bond, the vector $\mathbf n_z$ has component $-\tfrac12$ along $\mathbf n_x$ and $\tfrac{\sqrt3}{2}$ along a perpendicular unit vector:

$$S_3=-\tfrac12S_n+\tfrac{\sqrt3}{2}S_\perp. \tag{15}$$

The first term gives $P=-\tfrac12$ at $\Delta=0$, for every $U$. It does not alter the state to first order, because it is a constant within the $m=1$ block. The second connects $m=1$ to $m=0$, with matrix element $1/\sqrt2$ for a pseudospin one.

The first-order admixture therefore has amplitude vector

$$-\Delta\,\frac{\sqrt3}{2}\,\frac1{\sqrt2}\,(H_0+w)^{-1}v .$$

The change in $P$ is twice its overlap with the state that $S_3$ produces, which brings the same factor again:

$$\delta P=-2\Delta\left(\frac{\sqrt3}{2}\frac{1}{\sqrt2}\right)^2v^T(H_0+w)^{-1}v
=-\frac34\Delta\,v^T(H_0+w)^{-1}v. \tag{16}$$

From (13),

$$H_0+w=\begin{pmatrix}w&-t\\-t&U+w\end{pmatrix}.$$

By (14), its determinant is $4t^2-t^2=3t^2$. Inverting it and inserting $v$ gives

$$v^T(H_0+w)^{-1}v=\frac{4t^2(U+w)+4t^2w+w^3}{3t^2(4t^2+w^2)}. \tag{17}$$

Since $U+2w=W$, the numerator is $4t^2W+w^3$. In the denominator, (14) gives

$$4t^2+w^2=w(w+U)+w^2=wW .$$

Divide the numerator by $w$, using $4t^2/w=w+U$ and $w+U=(W+U)/2$:

$$\frac{4t^2W+w^3}{w}=\frac{(W+U)W}{2}+\frac{(W-U)^2}{4}=\frac{3W^2+U^2}{4}.$$

Because $U^2=W^2-16t^2$, this equals $W^2-4t^2$. Equation (17) is thus $(W^2-4t^2)/(3t^2W)$. Writing $P=-\tfrac12-\chi\Delta$, one obtains

$$\boxed{\chi=\frac{U^2+12t^2}{4t^2\sqrt{U^2+16t^2}}} \tag{18}$$

At $U=0$, $\chi=3/(4t)$, in agreement with (9). At large $U$, $\chi\to U/(4t^2)$. With $u=U/t$ and $t$ fixed,

$$\frac{d(t\chi)}{du}=\frac{u(u^2+20)}{4(u^2+16)^{3/2}}\ge0,$$

so repulsion increases the initial response. Equation (18) is exact for this model at $J=0$, but it gives only the slope. It fails once $\chi|\Delta|$ is not small.

### The vertical dimer

An electron in $x^2-y^2$ cannot hop along $z$ here, so the uniqueness argument no longer applies. The number of electrons in $3z^2-r^2$ is conserved, and its three values can be compared directly.

With two such electrons, the lowest energy is $\Delta-w$, in a singlet. With none, the electrons sit on different sites at energy $-\Delta$, and their spins are free. With one, the other electron is fixed on a site and the mobile electron has levels $0$ and $U$ joined by $-t$. The lowest energy is then

$$E_{\rm mixed}=\frac{U-\sqrt{U^2+4t^2}}{2}.$$

The first two energies cross when $\Delta-w=-\Delta$, or $\Delta=w/2$:

$$\boxed{\Delta_c=\frac{\sqrt{U^2+16t^2}-U}{4}} \tag{19}$$

The mixed state must be excluded. At the crossing the other two energies equal $-(W-U)/4$. The mixed state lies above them if

$$2\sqrt{U^2+4t^2}<W+U .$$

Both sides are positive. Squaring and cancelling $2U^2+16t^2$ gives $2U^2<2UW$, which holds for $U>0$. Away from the crossing one of the two competing energies is lower still, while the mixed energy does not depend on $\Delta$. So $P$ jumps directly from $+1$ to $-1$. The critical splitting tends to $t$ as $U\to0$ and to $2t^2/U$ at large $U$.

### The strained films with repulsion

Use the same two films, with a rough $U=3$ eV. The hoppings and splittings are kept as they were, although their derivation from the ligands left out $U$; the last section estimates what this changes for each bond. Under 2 % tension, $t_x=0.4353$ eV and $\Delta=0.258$ eV. Equation (18) gives $\chi=4.3$ eV$^{-1}$, against 1.7 eV$^{-1}$ at $U=0$. The product $\chi\Delta$ is about 1.1, which would carry the linear law beyond $P=-1$, so the six-state Hamiltonian must be diagonalized. The values of $P$ are:

| Film | Bond | $U=0$ | $U=3$ eV |
|---|---|---:|---:|
| 2 % tension | in-plane | −0.78 | −0.92 |
| 2 % tension | vertical | +1 | −1 |
| 2 % compression | in-plane | −0.05 | +0.59 |
| 2 % compression | vertical | +1 | +1 |

For the vertical dimer under tension, (19) gives

$$\Delta_c=\frac{\sqrt{3^2+16(0.5643)^2}-3}{4}=0.189\ \text{eV}.$$

The splitting of 0.258 eV lies above this value and below the $U=0$ threshold of 0.564 eV. In this model without oxygen orbitals, the same strain therefore leaves independent electrons in $3z^2-r^2$ and puts repelling electrons in $x^2-y^2$.

Solving $\Delta=\Delta_c$ numerically, with both hoppings following the strain, puts the switch at 1.4 % tension instead of 5.3 %. The in-plane dimer reaches $P=0$ at 0.9 % compression instead of 2.2 %.

### Hund's coupling, temperature and bent bonds

To size Hund's coupling, set $J=0.5$ eV. Electrons in different orbitals of one site then repel with $U-2J$, and exchange and pair hopping of strength $J$ are included. Diagonalizing all 28 two-electron states changes the in-plane values by less than 0.01. Both in-plane ground states remain singlets. The vertical values stay within 0.003 of $-1$ and $+1$. These figures apply to the two films; they do not show what $J$ does near a switching strain, where the exclusion of the mixed state was proved for $J=0$.

At 300 K the thermal energy is 26 meV. The lowest excitations of the in-plane dimers lie at 156 meV under tension and 86 meV under compression. Averaging over the 28 states at $J=0$ leaves $P=-0.92$ under tension and raises it from 0.59 to 0.63 under compression. The rise means that the thermally occupied excited states have, on average, a larger $P$ than the ground state. The vertical dimer under tension moves from $-1$ to $-0.99$.

A metal–oxygen–metal angle of 165° reduces the $\sigma$ hopping by the factor $|\cos165^\circ|$. With $\Delta$ held fixed, the in-plane values become $-0.93$ and $+0.65$. Weaker hopping lets the splitting act more strongly.

### Beside a real nickelate film

LaNiO$_3$ is a metal in bulk, with electrons that move through a connected lattice. Measured orbital polarisations in nickelate films are roughly of order 0.1, far below the dimer's 0.92 under tension. The dimer should not be used to predict them. Its isolated bond is one broken assumption: at $U=0$, replacing it by an infinite plane moved $P$ by about 0.2, and replacing it by the three-dimensional lattice reduced the tensile value from $-0.78$ to about $-0.055$. The corresponding shifts with repulsion have not been calculated here. The ionic filling is another. Nickelates are strongly covalent, and the value $\Delta_{ct}=4$ eV used above is generous to the elimination of oxygen. With repulsion, the cost of moving an electron from oxygen to nickel also depends on how many $e_g$ electrons the nickel already holds, which the elimination at $U=0$ ignores. Suppose the oxygen orbitals are kept in the in-plane cluster, with $U=3$ eV, a cost of 4 eV for a transfer to a singly occupied nickel, and couplings $V_a^2=(4\ \text{eV})\,t_a$. The two nickel ions then hold about three $e_g$ electrons instead of two. Definition (1), applied to all this charge with its divisor kept at 2, gives $-0.74$ under tension and $+0.25$ under compression, instead of $-0.92$ and $+0.59$. The two pairs do not count quite the same charge, since the first includes the metal character of the filled oxygen-like levels. At $U=0$ this inclusion alone changes the tensile value from $-0.78$ to $-0.64$. The in-plane signs survive at this transfer cost, but the sizes in the table belong to the model without oxygen. Lowering the cost to 2 eV with the same couplings gives $-0.65$ and only $+0.05$. The vertical bond is more delicate. With oxygen kept in the same way, its switch moves from 1.4 % to about 2.0 % tension, so the 2 % film lies at the threshold and its entry of $-1$ is not secure. Adding $J=0.5$ eV at the same oxygen level gives that film a mixed ground state instead, a spin triplet with $P$ close to zero. If charge moves from oxygen to give nickel two $e_g$ electrons with parallel spins, each orbital holds one of them and that part of the state has $P=0$. Octahedral tilts can also take up part of the strain, which reduces the bond-length change and with it $\Delta$.

Within the model, the comparison to make depends on the bond and on the repulsion. For weak repulsion, the splitting must be compared with $t$. For strong repulsion, it must be compared with $t^2/U$. Tension reinforces the preference of an in-plane bond for $x^2-y^2$ and opposes the preference of a vertical bond for $3z^2-r^2$; compression does the reverse.
